# When Equilibrium Grain-Boundary Grooves Reach the Substrate in Thin Films: verification in Python

```python
"""Result under test: equal 2D grains of width L, whose surfaces meet each groove
root at a small angle theta to the horizontal, have equilibrium roots at
H - L*theta/6 (H = mean thickness).  Roots reach the substrate at H = L*theta/6.
sin(theta) = gamma_gb/(2 gamma_s), with gamma_gb the grain-boundary energy and
gamma_s the surface energy.  Tests use lengths in units of L, energies in gamma_s.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.optimize import minimize, minimize_scalar, brentq


def arc_mean(angle):
    """Mean height of a circular arc above its ends, for unit width."""
    return (angle - np.sin(angle) * np.cos(angle)) / (4 * np.sin(angle) ** 2)


def film_problem(gb_ratio, anisotropy=0.0, grains=1, n=40):
    """Discrete film energy as a function of segment slopes.
    Surface energy: (1 + e cos 4 phi)/(1 + e), phi = surface inclination."""
    total = grains * n
    dx = 1.0 / n
    project = np.eye(total) - 1.0 / total          # periodic film: zero mean slope
    heights = project @ (dx * np.tril(np.ones((total, total)), -1)) @ project
    root_row = heights[::n].sum(axis=0)

    def energy(slopes):
        p = project @ slopes
        phi = np.arctan(p)
        gam = (1 + anisotropy * np.cos(4 * phi)) / (1 + anisotropy)
        dgam = -4 * anisotropy * np.sin(4 * phi) / (1 + anisotropy)
        value = np.sum(gam * np.sqrt(1 + p * p) - 1) + gb_ratio * (root_row @ slopes) / dx
        grad = project @ (gam * np.sin(phi) + dgam * np.cos(phi)) + gb_ratio * root_row / dx
        return value, grad
    return energy, heights, project


def free_root_depths(gb_ratio, anisotropy=0.0, grains=1, n=40):
    """Root depths below the mean level, by minimization from a random film."""
    energy, heights, _ = film_problem(gb_ratio, anisotropy, grains, n)
    start = 0.2 * np.random.default_rng(3).standard_normal(grains * n)
    found = minimize(energy, start, jac=True, method="BFGS",
                     options={"gtol": 1e-8, "maxiter": 2000})
    assert np.max(np.abs(energy(found.x)[1])) < 1e-5
    return -(heights @ found.x)[::n]


def film_on_substrate(gb_ratio, thickness, n=40):
    """Minimum-energy profile that may not pass below the substrate."""
    energy, heights, project = film_problem(gb_ratio, n=n)
    found = minimize(energy, np.zeros(n), jac=True, method="SLSQP",
                     constraints={"type": "ineq",
                                  "fun": lambda s: thickness + heights @ s,
                                  "jac": lambda s: heights},
                     options={"ftol": 1e-13, "maxiter": 1000})
    assert found.success, found.message
    return thickness + heights @ found.x, project @ found.x


# Circular arc: quadrature, then its small-angle series
for angle in (0.1, 0.5, 1.0):
    radius = 1 / (2 * np.sin(angle))
    area = quad(lambda x: np.sqrt(radius**2 - x**2) - radius * np.cos(angle), -0.5, 0.5)[0]
    assert abs(area / arc_mean(angle) - 1) < 1e-8
t = sp.symbols("t", positive=True)
series = sp.series((t - sp.sin(t) * sp.cos(t)) / (4 * sp.sin(t)**2), t, 0, 5).removeO()
assert sp.simplify(series - t / 6 * (1 + 2 * t**2 / 15)) == 0

# Energy minimization; remaining error is the 1/n^2 error of straight segments
small = free_root_depths(2 * np.sin(0.05), grains=3)
assert np.ptp(small) < 1e-3 * small.mean()
assert abs(small.mean() / (0.05 / 6) - 1) < 3e-3
large = free_root_depths(2 * np.sin(0.5))[0]
assert abs(large / arc_mean(0.5) - 1) < 3e-3

# Smooth anisotropy: the stiffness gamma + gamma'' sets the small root slope
for eps in (-0.02, 0.02):
    stiffness = 1 - 16 * eps / (1 + eps)
    depth = free_root_depths(0.02, anisotropy=eps)[0]
    assert abs(depth / (0.02 / (12 * stiffness)) - 1) < 5e-3

# Example inputs: rough typical values for gold on silica
gamma_s, gamma_gb = 1.4, 0.4                 # J/m^2
L_nm, H_nm, H_thick_nm = 1000.0, 20.0, 30.0
contact_deg, temp_C = 120.0, 400.0
diffusivity, atom_nm3 = 1e-12, 0.017         # m^2/s, nm^3
stress_MPa, modulus_GPa, hamaker = 100.0, 100.0, 3e-19
ratio = gamma_gb / gamma_s
theta = np.arcsin(ratio / 2)
Hc_nm = L_nm * theta / 6
Hc_arc_nm = L_nm * arc_mean(theta)
Lc_nm = 6 * H_nm / theta

# Films on both sides of the threshold
thin, thin_slopes = film_on_substrate(ratio, H_nm / L_nm)
thick, _ = film_on_substrate(ratio, H_thick_nm / L_nm)
edge_slope = thin_slopes[0] + (thin_slopes[0] - thin_slopes[1]) / 2
assert abs(thin[0]) < 1e-6
assert abs(thin.max() / (1.5 * H_nm / L_nm) - 1) < 0.01
assert abs(edge_slope / (6 * H_nm / L_nm) - 1) < 0.02
assert abs(thick[0] - (H_thick_nm - Hc_arc_nm) / L_nm) < 1e-4

# Opening a gap: energy change with island width at fixed area
area = H_nm / L_nm


def edge_angle(width):
    return brentq(lambda a: width**2 * arc_mean(a) - area, 1e-3, 1.5, xtol=1e-14)


def island_energy(width, contact):
    a = edge_angle(width)
    return width * a / np.sin(a) - width * np.cos(contact)


phi = edge_angle(1.0)
contact = np.radians(contact_deg)
for angle, retracts in ((0.5 * phi, False), (2 * phi, True), (contact, True)):
    step = 1e-3
    slope = (island_energy(1 + step, angle) - island_energy(1 - step, angle)) / (2 * step)
    expected = np.cos(phi) - np.cos(angle)
    assert abs(slope / expected - 1) < 1e-3
    assert (slope > 0) == retracts


# Separate island against the metastable continuous film, thicker example
def free_island(angle):
    width = np.sqrt(H_thick_nm * L_nm / arc_mean(angle))
    return width * angle / np.sin(angle) - width * np.cos(contact)


best = minimize_scalar(free_island, bounds=(0.05, 3.0), method="bounded",
                       options={"xatol": 1e-8})
assert abs(best.x - contact) < 1e-4
island_nJ = gamma_s * best.fun
film_nJ = (gamma_s * L_nm * (theta / np.sin(theta) - np.cos(contact))
           + gamma_gb * (H_thick_nm - Hc_arc_nm))
assert island_nJ < film_nJ

# Surface diffusion from a flat film: half grain, unit root slope, time in L^4/B
cells = 40
dx = 0.5 / cells
lap = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
       + np.diag(np.ones(cells - 1), -1))
lap[0, 0] = lap[-1, -1] = -1
lap /= dx**2
root_source = np.zeros(cells)
root_source[0] = -1 / dx
tau = 1 / (2 * np.pi)**4
run = solve_ivp(lambda time, h: -lap @ (lap @ h + root_source), (0, 20 * tau),
                np.zeros(cells), method="Radau", jac=-lap @ lap,
                rtol=1e-7, atol=1e-9, dense_output=True)
assert run.success


def grown_depth(time):
    return dx / 2 - run.sol(time)[0]


final = grown_depth(20 * tau)
assert abs(run.y[:, -1].mean()) < 1e-6
assert abs(final * 6 - 1) < 3e-3
decay = np.log((final - grown_depth(3 * tau)) / (final - grown_depth(4 * tau)))
assert abs(decay - 1) < 0.01
touch = brentq(lambda time: grown_depth(time) - H_nm / (L_nm * theta), 1e-3 * tau, 19 * tau)

# Hexagonal grain, unit width across flats: surface -r^2 for unit side slope
inradius = 0.5


def cap(x, y):
    return -(x * x + y * y) / (2 * inradius)


for y in (0.0, 0.1, 0.25):
    normal_slope = (cap(inradius + 1e-4, y) - cap(inradius - 1e-4, y)) / 2e-4
    assert abs(normal_slope + 1) < 1e-8
sector = dblquad(lambda y, x: cap(x, y), 0, inradius,
                 lambda x: -x / np.sqrt(3), lambda x: x / np.sqrt(3))[0]
hex_mean = sector / (inradius**2 / np.sqrt(3))
corner_depth = hex_mean - cap(inradius, inradius / np.sqrt(3))
side_depth = hex_mean - cap(inradius, 0.0)
assert abs(corner_depth - 7 / 36) < 1e-8
assert abs(side_depth - 1 / 9) < 1e-8

# Sizes of neglected effects for the example
stiff_nm = L_nm * free_root_depths(ratio, anisotropy=-0.02)[0]
soft_nm = L_nm * free_root_depths(ratio, anisotropy=0.02)[0]
pressure = gamma_gb / (L_nm * 1e-9)
elastic = (stress_MPa * 1e6)**2 / (2 * modulus_GPa * 1e9)
force_range_nm = 1e9 * (hamaker / (6 * np.pi * pressure))**(1 / 3)
kT = constants.k * (temp_C + constants.zero_Celsius)
B = diffusivity * gamma_s * (atom_nm3 * 1e-27)**(4 / 3) / kT
time_unit = (L_nm * 1e-9)**4 / B

print("INPUTS (rough typical values, gold on silica)")
print(f"surface energy                         {gamma_s:.2f} J/m^2")
print(f"grain-boundary energy                  {gamma_gb:.2f} J/m^2")
print(f"grain width L                          {L_nm:.0f} nm")
print(f"mean thickness H                       {H_nm:.0f} nm")
print(f"thicker film for comparison            {H_thick_nm:.0f} nm")
print(f"contact angle                          {contact_deg:.0f} deg")
print(f"annealing temperature                  {temp_C:.0f} C")
print(f"assumed surface diffusivity            {diffusivity:.1e} m^2/s")
print(f"atomic volume                          {atom_nm3:.3f} nm^3")
print(f"assumed residual stress                {stress_MPa:.0f} MPa")
print(f"elastic modulus for estimate           {modulus_GPa:.0f} GPa")
print(f"Hamaker constant for estimate          {hamaker:.1e} J")
print("THRESHOLD")
print(f"root angle theta                       {theta:.4f} rad")
print(f"root angle theta                       {np.degrees(theta):.2f} deg")
print(f"centre height above root, L theta/4    {L_nm * theta / 4:.2f} nm")
print(f"critical thickness L theta/6           {Hc_nm:.2f} nm")
print(f"critical thickness, exact arc          {Hc_arc_nm:.2f} nm")
print(f"finite-slope correction                {100 * (Hc_arc_nm / Hc_nm - 1):.2f} %")
print(f"critical grain width at H              {Lc_nm:.0f} nm")
print(f"root depth for grains of width 3H      {3 * H_nm * theta / 6:.2f} nm")
print("MINIMIZED FILMS ON SUBSTRATE")
print(f"thin film: root height                 {abs(L_nm * thin[0]):.3f} nm")
print(f"thin film: centre height               {L_nm * thin.max():.2f} nm")
print(f"thin film: edge slope                  {edge_slope:.4f}")
print(f"thicker film: root height              {L_nm * thick[0]:.2f} nm")
print(f"thicker film: energy per grain         {film_nJ:.0f} nJ/m")
print(f"same area as island: energy            {island_nJ:.0f} nJ/m")
print("NEGLECTED EFFECTS")
print(f"hexagon: triple-junction depth         {L_nm * theta * corner_depth:.2f} nm")
print(f"hexagon: mid-side groove depth         {L_nm * theta * side_depth:.2f} nm")
print(f"critical H, flat surface 2% low        {stiff_nm:.1f} nm")
print(f"critical H, flat surface 2% high       {soft_nm:.1f} nm")
print(f"capillary pressure                     {pressure / 1e6:.3f} MPa")
print(f"elastic energy density                 {elastic / 1e6:.3f} MPa")
print(f"elastic/capillary ratio                {elastic / pressure:.3f}")
print(f"range of substrate forces              {force_range_nm:.1f} nm")
print(f"slowest relaxation time                {tau * time_unit:.0f} s")
print(f"time for thin-film root to touch       {touch * time_unit:.0f} s")
print(f"tested late decay per relaxation time  {decay:.4f}")
print("PASS")
```

Running it gives:

```
INPUTS (rough typical values, gold on silica)
surface energy                         1.40 J/m^2
grain-boundary energy                  0.40 J/m^2
grain width L                          1000 nm
mean thickness H                       20 nm
thicker film for comparison            30 nm
contact angle                          120 deg
annealing temperature                  400 C
assumed surface diffusivity            1.0e-12 m^2/s
atomic volume                          0.017 nm^3
assumed residual stress                100 MPa
elastic modulus for estimate           100 GPa
Hamaker constant for estimate          3.0e-19 J
THRESHOLD
root angle theta                       0.1433 rad
root angle theta                       8.21 deg
centre height above root, L theta/4    35.84 nm
critical thickness L theta/6           23.89 nm
critical thickness, exact arc          23.96 nm
finite-slope correction                0.27 %
critical grain width at H              837 nm
root depth for grains of width 3H      1.43 nm
MINIMIZED FILMS ON SUBSTRATE
thin film: root height                 0.000 nm
thin film: centre height               30.00 nm
thin film: edge slope                  0.1204
thicker film: root height              6.06 nm
thicker film: energy per grain         2107 nJ/m
same area as island: energy            771 nJ/m
NEGLECTED EFFECTS
hexagon: triple-junction depth         27.87 nm
hexagon: mid-side groove depth         15.93 nm
critical H, flat surface 2% low        18.1 nm
critical H, flat surface 2% high       34.2 nm
capillary pressure                     0.400 MPa
elastic energy density                 0.050 MPa
elastic/capillary ratio                0.125
range of substrate forces              3.4 nm
slowest relaxation time                974 s
time for thin-film root to touch       1282 s
tested late decay per relaxation time  0.9990
PASS
```
